# Pauli spin blockade: zero-field leakage peak from static nuclear fields

## Definitions and conventions

Two quantum dots in series carry current through the charge cycle $(0,1)\to(1,1)\to(0,2)\to(0,1)$, where $(n_L,n_R)$ counts electrons in the left and right dot. The low-lying $(0,2)$ state is a spin singlet. A $(1,1)$ triplet cannot tunnel into it if spin is conserved, and the current is blocked. Nuclear fields that differ between the dots mix the triplets with the singlet and cause a leakage current.

The algebra uses atomic units, so $\hbar=1$, with elementary charge $e>0$. Fields are expressed as Zeeman energies. The total fields in the dots are $\mathbf B_L=\mathbf B+\mathbf N_L$ and $\mathbf B_R=\mathbf B+\mathbf N_R$, with $\mathbf B$ the applied field along $z$ and $\mathbf N_{L,R}$ the nuclear fields. Define

$$\mathbf s=\tfrac12(\mathbf B_L+\mathbf B_R),\qquad \mathbf d=\tfrac12(\mathbf B_L-\mathbf B_R),$$

with lengths $s,d$. The parts of $\mathbf d$ along and across $\mathbf s$ are $d_\parallel$ and $d_\perp$.

The $(1,1)$ singlet $|S\rangle$ is coupled by a real tunnel matrix element $T$ to the $(0,2)$ singlet, whose energy relative to $|S\rangle$ is $\delta$ and whose decay rate into the drain is $\Gamma_D$.

**Assumptions.**

1. Transport is one-way. Refilling of the left dot is fast and independent of spin. Cotunnelling, inelastic tunnelling between the dots and other spin relaxation are absent.
2. $T$, the fields, and $W$ defined below are small compared with $\sqrt{\delta^2+\Gamma_D^2/4}$.
3. The nuclear fields are frozen during many cycles. Over long times their six components sample independent Gaussians of mean zero and standard deviation $\sigma$.

## Theorem

Let

$$J=\frac{T^2\delta}{\delta^2+\Gamma_D^2/4},\quad \Gamma=\frac{T^2\Gamma_D}{\delta^2+\Gamma_D^2/4},\quad W=\sqrt{J^2+\frac{\Gamma^2}{4}}.$$

**(a)** For fixed fields with $s,d_\parallel,d_\perp\neq0$, the current is $I=e/\tau$, where

$$4\Gamma\tau=16+W^2\left(\frac1{d_\parallel^2}+\frac4{d_\perp^2}\right)+\frac{4(s-d^2/s)^2}{d_\perp^2}.\tag{1}$$

**(b)** For $W\to0$ at fixed $\sigma$, the averaged current has its maximum $e\Gamma/6$ at zero field and falls to half of it at $B=2.98\,\sigma$.

**(c)** For $W\gg\sigma$, to leading order, the averaged current is a peak centred on zero field with half-width $1.34\,W$. If $|J|\gg\Gamma/2$, this width is set by exchange.

**(d)** For $W\gg\sigma$, the next order puts a shallow dip of width of order $\sigma$ at the centre of the broad peak.

Half-width means the field at which the current is half its maximum.

## Lemma 1: the effective singlet

Let $c$ and $f$ be the amplitudes of the $(1,1)$ and $(0,2)$ singlets. The latter obeys

$$i\dot f=(\delta-i\Gamma_D/2)f+Tc.$$

By assumption 2, $f$ follows $c$ quasi-statically: $f=-Tc/(\delta-i\Gamma_D/2)$. Its effect on $i\dot c$ is

$$Tf=-T^2\frac{\delta+i\Gamma_D/2}{\delta^2+\Gamma_D^2/4}\,c=-\left(J+\frac{i\Gamma}{2}\right)c .$$

The singlet energy therefore shifts by $-J$, where $J$ is the exchange energy, and the singlet decays at rate $\Gamma$. The shift is downward for $\delta>0$ and upward for $\delta<0$. Taking the modulus of the complex shift gives $W=T^2/\sqrt{\delta^2+\Gamma_D^2/4}$.

When one electron leaves the $(0,2)$ singlet, the other is left unpolarised. A new electron of random spin then makes the initial $(1,1)$ state fully mixed, $\rho(0)=1/4$. Each cycle starts afresh from this state. With the short times spent in $(0,1)$ and $(0,2)$ neglected, $I=e/\tau$, where $\tau=\int_0^\infty\mathrm{Tr}\,\rho(t)\,dt$ is the mean dwell time in $(1,1)$.

## Lemma 2: equations of motion

Let $\mathbf F=\mathbf S_L+\mathbf S_R$ and $\mathbf D=\mathbf S_L-\mathbf S_R$. The Zeeman Hamiltonian is $\mathbf B_L\cdot\mathbf S_L+\mathbf B_R\cdot\mathbf S_R=\mathbf s\cdot\mathbf F+\mathbf d\cdot\mathbf D$. Define three triplets by $|T_a\rangle=D_a|S\rangle$.

Since $F_a|S\rangle=0$, we have $D_a|S\rangle=2S_{L,a}|S\rangle$. Hence

$$\langle T_a|T_b\rangle=4\langle S|S_{L,a}S_{L,b}|S\rangle=\delta_{ab},$$

because the antisymmetric part of the product is proportional to $\langle S|\mathbf S_L|S\rangle=0$. The operator $\mathbf D$ is odd under exchange of the spins, so it takes triplets to the singlet, with $D_a|T_b\rangle=\delta_{ab}|S\rangle$. Finally,

$$F_a|T_b\rangle=[F_a,D_b]|S\rangle=i\epsilon_{abc}|T_c\rangle .$$

For a state $c|S\rangle+\sum_b v_b|T_b\rangle$ these relations and Lemma 1 give

$$i\dot{\mathbf v}=i\,\mathbf s\times\mathbf v+\mathbf d\,c,\qquad i\dot c=\mathbf d\cdot\mathbf v-(J+i\Gamma/2)c.$$

Setting $\mathbf v=-i\mathbf u$ removes the factors of $i$ from the couplings:

$$\dot{\mathbf u}=\mathbf s\times\mathbf u+\mathbf d\,c,\qquad \dot c=-\mathbf d\cdot\mathbf u+(iJ-\Gamma/2)c.\tag{2}$$

The mean field rotates the triplet vector; the difference field couples it to the singlet.

## Proof of (a)

Write (2) as $\dot\psi=A\psi$. A mode that does not decay must have $c=0$ and hence $\mathbf d\cdot\mathbf u=0$. For $s\ne0$, the rotation modes are one along $\mathbf s$ and two circular ones across it. They couple to the singlet through $d_\parallel$ and $d_\perp$ respectively. Under the stated conditions every mode therefore decays, and

$$X=\int_0^\infty e^{At}e^{A^\dagger t}dt,\qquad AX+XA^\dagger=-1,\qquad \tau=\tfrac14\mathrm{Tr}X .$$

Let $x=X_{cc}$, let $\mathbf y$ be the triplet–singlet column of $X$, and $U$ its triplet block. With $K\mathbf u=\mathbf s\times\mathbf u$ and $\gamma=\Gamma/2+iJ$, the blocks of the equation are

$$-\Gamma x-2\mathbf d\cdot\mathrm{Re}\,\mathbf y=-1,\tag{3}$$
$$\mathbf s\times\mathbf y+\mathbf d\,x-\gamma\mathbf y-U\mathbf d=0,\tag{4}$$
$$KU-UK+\mathbf d\mathbf y^\dagger+\mathbf y\mathbf d^T=-1.\tag{5}$$

For this proof choose axes with $\mathbf s=(0,0,s)$ and $\mathbf d=(d_\perp,0,d_\parallel)$. The nonzero elements of $K$ are $K_{xy}=-s$ and $K_{yx}=s$.

The diagonal elements of (5) are

$$zz:\ 2d_\parallel\mathrm{Re}\,y_z=-1,\quad yy:\ 2s\,\mathrm{Re}\,U_{xy}=-1,$$
$$xx:\ -2s\,\mathrm{Re}\,U_{xy}+2d_\perp\mathrm{Re}\,y_x=-1.$$

Thus $\mathrm{Re}\,y_z=-1/(2d_\parallel)$, $\mathrm{Re}\,U_{xy}=-1/(2s)$ and $\mathrm{Re}\,y_x=-1/d_\perp$. Equation (3) becomes $\Gamma x=1+2+1=4$.

The off-diagonal elements of (5) are

$$xy:\ s(U_{xx}-U_{yy})+d_\perp y_y^*=0,\quad yz:\ sU_{xz}+d_\parallel y_y=0,$$
$$xz:\ -sU_{yz}+d_\perp y_z^*+d_\parallel y_x=0.$$

The first shows that $y_y\equiv\eta$ is real, since diagonal elements of $U$ are real. Then $U_{yy}=U_{xx}+\eta d_\perp/s$ and $U_{xz}=-\eta d_\parallel/s$. The third gives

$$\mathrm{Re}\,U_{yz}=-\frac1s\left(\frac{d_\perp}{2d_\parallel}+\frac{d_\parallel}{d_\perp}\right).$$

The real part of the $y$ component of (4) is $s\,\mathrm{Re}\,y_x-\Gamma\eta/2-d_\perp\mathrm{Re}\,U_{yx}-d_\parallel\mathrm{Re}\,U_{yz}=0$. Insertion gives

$$\frac{\Gamma\eta}{2}=-\frac s{d_\perp}+\frac{d_\perp}{s}+\frac{d_\parallel^2}{sd_\perp},\qquad \eta=-\frac{2}{\Gamma d_\perp}\left(s-\frac{d^2}{s}\right).$$

In the $x$ and $z$ components of (4) every term except $\gamma y_x$ and $\gamma y_z$ is real, so these are real too. The condition $\tfrac{\Gamma}{2}\mathrm{Im}\,y+J\,\mathrm{Re}\,y=0$ yields $\mathrm{Im}\,y_x=2J/(\Gamma d_\perp)$ and $\mathrm{Im}\,y_z=J/(\Gamma d_\parallel)$. Therefore

$$\gamma y_x=-\frac{2W^2}{\Gamma d_\perp},\qquad \gamma y_z=-\frac{W^2}{\Gamma d_\parallel}.$$

The same two components now give

$$U_{zz}=x+\frac{W^2}{\Gamma d_\parallel^2}+\frac{\eta d_\perp}{s},$$
$$U_{xx}=x+\frac{2W^2}{\Gamma d_\perp^2}-\frac{s\eta}{d_\perp}+\frac{\eta d_\parallel^2}{sd_\perp}.$$

In the trace $x+U_{zz}+2U_{xx}+\eta d_\perp/s$, the coefficient of $\eta$ is

$$\frac{2d_\perp}{s}-\frac{2s}{d_\perp}+\frac{2d_\parallel^2}{sd_\perp}=-\frac2{d_\perp}\left(s-\frac{d^2}{s}\right).$$

Multiplication by $\eta$ gives $4(s-d^2/s)^2/(\Gamma d_\perp^2)$. With $4x=16/\Gamma$ and the two $W^2$ terms, $\Gamma\,\mathrm{Tr}X=4\Gamma\tau$ is (1). ∎

**Remark.** Within the effective singlet model, (1) holds for any ratio of $\Gamma$, $J$ and the fields. Exchange and lifetime broadening enter the ratio $I/(e\Gamma)$ through $W$ alone. Both detune or broaden the singlet relative to the triplets and thereby weaken the mixing.

## Proof of (b): the hyperfine-limited peak

Let $\theta$ be the angle between $\mathbf B_L=\mathbf s+\mathbf d$ and $\mathbf B_R=\mathbf s-\mathbf d$. Then $|\mathbf B_L\times\mathbf B_R|^2=4s^2d_\perp^2$ and

$$B_L^2B_R^2=(s^2+d^2)^2-4s^2d_\parallel^2=(s^2-d^2)^2+4s^2d_\perp^2.$$

With $W=0$, the right side of (1) is $4[4s^2d_\perp^2+(s^2-d^2)^2]/(s^2d_\perp^2)=16/\sin^2\theta$. Hence

$$I=\frac{e\Gamma}{4}\sin^2\theta.\tag{6}$$

Parallel or antiparallel fields leave a blocked state: the eigenstates are products of spins along the fields, and some of them have no singlet part. Since $I\le e\Gamma/4$ by (1), the limit may be taken inside the average.

For unit vectors $\mathbf n_L,\mathbf n_R$ along the two fields, let $q=\langle n_z^2\rangle$. Axial symmetry gives $\langle n_in_j\rangle=\mathrm{diag}(\frac{1-q}2,\frac{1-q}2,q)$. Independence gives $\langle\cos^2\theta\rangle=(1-q)^2/2+q^2$. With $P=(3q-1)/2$, this is $(1+2P^2)/3$, so

$$\langle I\rangle=\frac{e\Gamma}{6}(1-P^2).\tag{7}$$

To find $P$, measure fields in units of $\sigma$, set $b=B/\sigma$, and let $\mathbf r$ be the total field in one dot. Use $1/r^2=\int_0^\infty e^{-\lambda r^2}d\lambda$. The Gaussian integrals give

$$\left\langle\frac{r_x^2}{r^2}\right\rangle=\int_0^\infty\frac{e^{-\lambda b^2/(1+2\lambda)}}{(1+2\lambda)^{5/2}}d\lambda=\int_0^1u^2e^{-b^2(1-u^2)/2}du,$$

with $u=(1+2\lambda)^{-1/2}$. Define

$$F(b)=\int_0^1e^{-b^2(1-u^2)/2}du=\frac{\sqrt2}{b}\mathcal D\!\left(\frac b{\sqrt2}\right),$$

where $\mathcal D(z)=e^{-z^2}\int_0^ze^{t^2}dt$ is the Dawson function. Integration by parts turns the previous integral into $(1-F)/b^2$. Since $1-q$ is twice this,

$$P=1-\frac32(1-q)=1-\frac{3(1-F)}{b^2}.\tag{8}$$

At $b=0$ the field directions are isotropic, $P=0$, and (7) has its largest possible value. For small $b$, $F=1-b^2/3+b^4/15-\dots$ gives $P\simeq b^2/5$, so the top is quartic: $\langle I\rangle\simeq(e\Gamma/6)(1-b^4/25)$. For large $b$, $F\simeq1/b^2$ and $\langle I\rangle\simeq e\Gamma\sigma^2/B^2$. Solving $P^2=1/2$ numerically gives $b=2.98$. ∎

The applied field suppresses leakage here by aligning the total fields in the two dots.

## Proof of (c): the exchange-limited peak

Each component of $\mathbf s-\mathbf B$ and of $\mathbf d$ has variance $v=\sigma^2/2$. Their covariances vanish, so these Gaussian vectors are independent. Consequently the cosine of the angle between $\mathbf d$ and $\mathbf s$ is uniformly distributed, whatever the direction of $\mathbf s$. Let $c$ now denote its absolute value, uniform on $[0,1]$, so $d_\parallel=dc$ and $d_\perp^2=d^2(1-c^2)$.

Take $W\gg\sigma$ and $B$ either zero or of order $W$. The constant 16 in (1) is small compared with $W^2/d^2$, and $(s-d^2/s)^2$ may be replaced by $B^2$. At $B=0$ this fails for $s\lesssim d^2/W$, a region whose probability is of order $(\sigma/W)^3$. With $\langle d^2\rangle=3\sigma^2/2$,

$$\langle I\rangle=\frac{6e\Gamma\sigma^2}{W^2}g(k),\quad g(k)=\int_0^1\frac{c^2(1-c^2)}{1+kc^2}dc,\quad k=3+\frac{4B^2}{W^2}.\tag{9}$$

Polynomial division gives the integrand as $-c^2/k+\frac{k+1}{k^2}\left(1-\frac1{1+kc^2}\right)$, and thus

$$g(k)=-\frac1{3k}+\frac{k+1}{k^2}\left(1-\frac{\arctan\sqrt k}{\sqrt k}\right).$$

The integral in (9) decreases with $k$, so the leading-order peak is at $B=0$. There $g(3)=0.0646$ and $\langle I\rangle=0.388\,e\Gamma\sigma^2/W^2$. Solving $g(k)=g(3)/2$ numerically gives $B=1.34\,W$. ∎

For $B\gg W$, $g\simeq2/(3k)\simeq W^2/(6B^2)$, and the tail is again $e\Gamma\sigma^2/B^2$. Since $\Gamma/W^2=\Gamma_D/T^2$, the leading zero-field current falls as $T^{-2}$: stronger tunnelling then impedes singlet–triplet mixing more than it speeds singlet decay.

If instead $\Gamma/2\gg|J|$, as at $\delta=0$, the width $1.34\,W$ comes from the singlet lifetime, not from exchange.

## Proof of (d): the central dip

Keep $W\gg\sigma$ but take $B$ of order $\sigma$. Write the right side of (1) as $W^2A+C$, with

$$A=\frac a{d^2},\quad a=\frac{1+3c^2}{c^2(1-c^2)},\quad C=16+\frac{4(s-d^2/s)^2}{d^2(1-c^2)}.$$

Expansion gives $\langle I\rangle/(4e\Gamma)\simeq\langle1/A\rangle/W^2-\langle C/A^2\rangle/W^4$. The first term is independent of $B$. In the second, the field enters through

$$\frac4{a^2(1-c^2)}\left(d^2s^2-2d^4+\frac{d^6}{s^2}\right).$$

Let $b'=B/\sqrt v=\sqrt2B/\sigma$. The required averages are $\langle d^2\rangle=3v$, $\langle d^6\rangle=105v^3$, $\langle s^2\rangle=(3+b'^2)v$ and $\langle1/s^2\rangle=F(b')/v$. The last follows from the $\lambda$ integral used in (b), without the factor $r_x^2$. With

$$\kappa_1=g(3),\qquad \kappa_2=\int_0^1\frac{c^4(1-c^2)}{(1+3c^2)^2}dc=0.00992,$$

division by the leading term $3v\kappa_1/W^2$ gives

$$\frac{\langle I\rangle_B-\langle I\rangle_0}{\langle I\rangle_0}\simeq\frac{2\kappa_2}{\kappa_1}\frac{\sigma^2}{W^2}\left[35(1-F(b'))-b'^2\right].\tag{10}$$

For small $b'$ the bracket is $(35/3-1)b'^2>0$. Zero field is therefore a local minimum in this regime. ∎

Equation (10) is approached slowly, with a relative error near $10\,\sigma/W$ at large $W$. At $B=1.7\,\sigma$ the full average rises by about $0.4$, $0.7$ and $0.9$ of the value (10) for $W/\sigma=10$, $30$ and $100$.

Equation (2) shows the cause. If $\mathbf s=0$, a triplet vector $\mathbf u\perp\mathbf d$ never couples to the singlet. A small mean field rotates it out of this dark plane only slowly. An applied field of order $\sigma$ makes such small values of $s$ less probable and raises the current.

## Between the limits

For any $W$, the average is an integral over $s$, $d$ and $c$. Integrating the Gaussian for $\mathbf s$ over angles gives its length distribution

$$p(s)=\frac{s}{B\sqrt{2\pi v}}\left[e^{-(s-B)^2/2v}-e^{-(s+B)^2/2v}\right].$$

The density of $d$ is the limit $B\to0$ of the same expression. Gauss–Legendre quadrature of $e/\tau$ gives:

| $W/\sigma$ | $I(0)/I_{\max}$ | half-width$/\sigma$ |
|---:|---:|---:|
| 0.1 | 0.9999 | 3.01 |
| 1 | 0.977 | 3.65 |
| 3 | 0.946 | 5.57 |
| 10 | 0.974 | 14.0 |
| 100 | 0.9994 | 134 |

Among these values the dip is deepest, about 5% of the maximum, at $W=3\sigma$. The current is then largest at $B=1.4\,\sigma$. Thus "a peak at zero field" describes the broad profile; at finite $W$ its centre may be a local minimum.

## Worked example

Take round model parameters $\sigma=10^{-7}$ eV, $\delta=10^{-4}$ eV and $\Gamma_D=2\times10^{-5}$ eV. Currents are given as $\hbar I/e$, an energy; the number of electronvolts times $e^2/\hbar$ in SI units is the current in amperes.

**Weak tunnelling.** For $T=10^{-6}$ eV,

$$J=\frac{10^{-12}\times10^{-4}}{10^{-8}+10^{-10}}\ \mathrm{eV}=9.90\times10^{-9}\ \mathrm{eV}.$$

Similarly $\Gamma=1.98\times10^{-9}$ eV, so $W=9.95\times10^{-9}$ eV, about $0.1\,\sigma$. The limiting law gives a zero-field current of $\Gamma/6=3.30\times10^{-10}$ eV. Quadrature at the actual $W$ gives $3.16\times10^{-10}$ eV, or $7.7\times10^{-14}$ A. The half-width is $3.01\times10^{-7}$ eV, close to $2.98\,\sigma$: the peak is hyperfine-limited.

**Strong tunnelling.** For $T=10^{-5}$ eV, all quantities proportional to $T^2$ grow a hundredfold: $J=9.90\times10^{-7}$ eV, $\Gamma=1.98\times10^{-7}$ eV and $W=9.95\times10^{-7}$ eV. Here $J$ is ten times $\Gamma/2$, so exchange sets $W$. The leading law gives

$$0.388\,\Gamma\frac{\sigma^2}{W^2}=0.388\times\frac{1.98\times10^{-7}}{99.0}\ \mathrm{eV}=7.8\times10^{-10}\ \mathrm{eV}.$$

Quadrature gives $7.18\times10^{-10}$ eV, or $1.7\times10^{-13}$ A. The half-width is $1.40\times10^{-6}$ eV, against $1.34\,W=1.33\times10^{-6}$ eV from the limiting law. Here $T$ is a tenth of $\sqrt{\delta^2+\Gamma_D^2/4}$; keeping the $(0,2)$ amplitude dynamical leaves the zero-field current unchanged but raises the current near the half-width by about 1%. At $B=2\times10^{-7}$ eV the current is $7.37\times10^{-10}$ eV, 2.6% above its zero-field value. The sign agrees with (10), but (10) gives 6.7%: $W\approx10\,\sigma$ is too small for it to be quantitative.

The hundredfold increase of $\Gamma$ raises the zero-field current by only $7.18/3.16=2.3$, while the peak becomes $1.397/0.3015=4.6$ times wider. At $B=2\times10^{-6}$ eV the weakly coupled case has $4.89\times10^{-12}$ eV, near the tail estimate $\Gamma\sigma^2/B^2=4.95\times10^{-12}$ eV. The strongly coupled case has $2.5\times10^{-10}$ eV, half the tail estimate $4.95\times10^{-10}$ eV, because $B$ is only twice $W$.

## Where the result fails

The escape rate falls as $B^{-2}$ in the tail, and it vanishes for field configurations with a dark state. Even weak additional spin relaxation can compete there. It adds leakage when the thermal energy is large compared with the Zeeman energies, since it then leads out of all blocked states. At low temperature it cannot lead out of a blocked ground state, and weak relaxation adds less on average, by an amount that depends on the sign of $J$. For $J<0$ and $B$ of order $|J|$ it feeds a long-lived ground triplet and lowers the current for many field configurations. If the nuclear fields change during one dwell time, or respond to the current, the average of $e/\tau$ over frozen independent fields no longer applies. When the fields approach $\sqrt{\delta^2+\Gamma_D^2/4}$, the $(0,2)$ amplitude must be kept as a dynamical variable. Slow refilling adds its own time to each cycle and lowers the current most where $\tau$ is short. Spin–orbit coupling, which lets tunnelling flip spin, and unequal $g$ factors in the two dots are also left out; a zero-field dip measured in a device need not be the few-percent dip of (d). In real devices at large negative $\delta$, where $(0,2)$ lies below the $(1,1)$ singlet, inelastic tunnelling that conserves spin can also carry the $(1,1)$ singlet into $(0,2)$; for $\delta>0$ this step needs energy from the bath. Its rate must be added to $\Gamma$, also inside $W$, while $J$ stays the same; the currents of the worked example, which are the same for either sign of $\delta$, leave it out.

Numerical values quoted here were computed with a short program.
